# First quantum correction to polymorph free energies from force-constant traces: test program

```python
"""Result under test, per formula unit, for two stable harmonic polymorphs:
 dF = (kT/2) d ln det D + hbar^2 d Tr D/(24 kT) + remainder,
 Tr D = sum over atoms of (trace of on-site force constants)/mass.
D: mass-weighted force constants; k: Boltzmann constant; T: temperature;
d: polar minus tetragonal. The polymorphs are hafnia-like spring models.
Matrices below are hbar^2 D, in eV^2, so their eigenvalues are (hbar omega)^2.
Lengths are in angstrom, spring constants in eV/angstrom^2, masses in u."""
from itertools import product
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as sc

KB = sc.k / sc.e
HB2 = sc.hbar**2 / (1e-20 * sc.atomic_mass * sc.e)
CELL, RHO, FU = 5.1, 0.30, 4
SPRING = (2.0, 7.0, 2.0)                 # O-O, Hf-O, Hf-Hf
LENGTH = (CELL / 2, CELL * np.sqrt(3) / 4, CELL / np.sqrt(2))
MASS = np.array([178.5] * 4 + [16.0] * 8)
SHIFT_T, SHIFT_P = 0.20, 0.50
HF = [(0, 0, 0), (0, .5, .5), (.5, 0, .5), (.5, .5, 0)]
OX_INDEX = list(product((0, 1), repeat=3))
IDEAL = np.array(HF + [tuple(.25 + .5 * n for n in c) for c in OX_INDEX])

# One oscillator: level sum, Taylor coefficients, convergence and bounds.
x0 = 0.8
levels = np.exp(-x0 * (np.arange(200) + 0.5)).sum()
assert abs(-np.log(levels) - np.log(2 * np.sinh(x0 / 2))) < 1e-12
xs = sp.symbols("x", positive=True)
ratio = sum((xs / 2)**(2 * n) / sp.factorial(2 * n + 1) for n in range(5))
series = sp.series(sp.log(ratio), xs, 0, 7).removeO()
assert sp.expand(series).coeff(xs, 2) == sp.Rational(1, 24)
assert sp.expand(series).coeff(xs, 4) == -sp.Rational(1, 2880)


def series_error(x, terms=60):
    total = sum(mp.bernoulli(2*n) * mp.mpf(x)**(2*n)
                / (2*n * mp.factorial(2*n)) for n in range(1, terms + 1))
    return abs(total - mp.log(mp.sinh(mp.mpf(x) / 2) / (mp.mpf(x) / 2)))


assert series_error(5) < 1e-8 and series_error(7) > 100
xg = np.linspace(0.3, 40, 2000)
phi = np.log(np.sinh(xg / 2) / (xg / 2))
assert np.all(phi <= xg**2 / 24 + 1e-12)
assert np.all(phi >= xg**2 / 24 - xg**4 / 2880 - 1e-12)

# A one-atom chain: the mean over wave vectors gives the on-site value 2k/m.
chain_q = 2 * np.pi * np.arange(12) / 12
chain_band = 4 * np.sin(chain_q / 2)**2
assert abs(chain_band.mean() - 2) < 1e-12 and chain_band[0] == 0


def make_bonds(z_shift):
    """Springs at rest in the displaced structure, with fluorite topology."""
    disp = np.zeros((12, 3))
    disp[4:, 2] = z_shift
    bonds = []
    for i in range(12):
        for j in range(i + 1, 12):
            kind = int(i < 4) + int(j < 4)
            for shift in product((-1, 0, 1), repeat=3):
                ideal_vec = CELL * (IDEAL[j] + np.array(shift) - IDEAL[i])
                if abs(np.linalg.norm(ideal_vec) - LENGTH[kind]) < 0.01:
                    vec = ideal_vec + disp[j] - disp[i]
                    stretch = np.linalg.norm(vec) - LENGTH[kind]
                    k = SPRING[kind] * np.exp(-stretch / RHO)
                    bonds.append((i, j, np.array(shift), vec, k))
    assert len(bonds) == 80
    return bonds, CELL * IDEAL + disp


def bond_hessian(vec, k, scale=1.0):
    length = np.linalg.norm(vec)
    nn = np.outer(vec, vec) / length**2
    decay = np.exp(-length * (scale - 1) / RHO)
    tension = k * RHO * (1 - decay) / (scale * length)
    return k * decay * nn + tension * (np.eye(3) - nn)


def mesh(n):
    line = (np.arange(n) + 0.5) / n - 0.5
    return np.array(list(product(line, repeat=3)))


def energy_matrix(bonds, q, mass=MASS, scale=1.0):
    mat = np.zeros((len(q), 12, 3, 12, 3), complex)
    for i, j, shift, vec, k in bonds:
        h = HB2 * bond_hessian(vec, k, scale)
        phase = np.exp(2j * np.pi * (q @ shift))[:, None, None]
        mat[:, i, :, i, :] += h / mass[i]
        mat[:, j, :, j, :] += h / mass[j]
        root = np.sqrt(mass[i] * mass[j])
        mat[:, i, :, j, :] -= h * phase / root
        mat[:, j, :, i, :] -= h * phase.conj() / root
    return mat.reshape(len(q), 36, 36)


def site_traces(bonds, scale=1.0):
    site = np.zeros(12)
    for i, j, _, vec, k in bonds:
        value = np.trace(bond_hessian(vec, k, scale))
        site[i] += value
        site[j] += value
    return site


def second_moment(bonds, scale=1.0):
    return HB2 * np.sum(site_traces(bonds, scale) / MASS) / FU


def classical_free(mat, T):
    logdet = np.linalg.slogdet(mat)[1].mean()
    return KB * T * (0.5 * logdet - 36 * np.log(KB * T)) / FU


def phonon_energies(mat):
    squares = np.linalg.eigvalsh(mat)
    assert squares.min() > 0
    return np.sqrt(squares)


def exact_free(energy, T):
    per_mode = energy / 2 + KB * T * np.log(-np.expm1(-energy / (KB * T)))
    return per_mode.sum() / len(energy) / FU


shift_t = [SHIFT_T * (-1)**(c[0] + c[1]) for c in OX_INDEX]
shift_p = [-SHIFT_P if c[0] == 0 else 0.0 for c in OX_INDEX]
structures = [make_bonds(shift_t), make_bonds(shift_p)]
bonds = [s[0] for s in structures]
q6 = mesh(6)
mats = [energy_matrix(b, q6) for b in bonds]
modes = [phonon_energies(m) for m in mats]
m2 = np.array([second_moment(b) for b in bonds])
m4 = np.array([np.sum(abs(m)**2) / len(q6) / FU for m in mats])
for p in range(2):
    assert abs((modes[p]**2).sum() / len(q6) / FU / m2[p] - 1) < 1e-10
    assert abs((modes[p]**4).sum() / len(q6) / FU / m4[p] - 1) < 1e-10
    gamma = energy_matrix(bonds[p], np.zeros((1, 3)))
    assert np.max(abs(np.linalg.eigvalsh(gamma)[0, :3])) < 1e-12
dm2, dm4 = m2[1] - m2[0], m4[1] - m4[0]


def differences(T):
    classical = classical_free(mats[1], T) - classical_free(mats[0], T)
    total = exact_free(modes[1], T) - exact_free(modes[0], T)
    return classical, total


# High-temperature limits of free energy, internal energy and entropy.
hot = 4000.0
kt = KB * hot
cl_hot, ex_hot = differences(hot)
rest = ex_hot - cl_hot - dm2 / (24 * kt)
assert abs(rest / (-dm4 / (2880 * kt**3)) - 1) < 0.02
energy_hot = [(m / 2 / np.tanh(m / (2 * kt)) - kt).sum() / len(q6) / FU
              for m in modes]
du_hot = energy_hot[1] - energy_hot[0]
assert abs(du_hot / (dm2 / (12 * kt)) - 1) < 0.01
ds_hot = (du_hot - (ex_hot - cl_hot)) / hot
assert abs(ds_hot / (dm2 / (24 * kt * hot)) - 1) < 0.02

# Masses cancel in the classical difference but not in the trace.
other_mass = np.array([100.0] * 4 + [30.0] * 8)
other = [phonon_energies(energy_matrix(b, q6, other_mass)) for b in bonds]
log_change = np.log(modes[1]).sum() - np.log(modes[0]).sum()
log_other = np.log(other[1]).sum() - np.log(other[0]).sum()
assert abs(log_change - log_other) / len(q6) < 1e-9
dm2_other = ((other[1]**2).sum() - (other[0]**2).sum()) / len(q6) / FU
assert abs(dm2_other / dm2 - 1) > 0.1

q4 = mesh(4)
coarse = [classical_free(energy_matrix(b, q4), 300) for b in bonds]
mesh_change = coarse[1] - coarse[0] - differences(300)[0]
assert abs(mesh_change) < 3e-4


# Full spring potential in a 2 x 2 x 2 cell, for the anharmonic estimate.
def supercell(bond_list):
    cells = list(product((0, 1), repeat=3))
    number = {c: n for n, c in enumerate(cells)}
    first, second, vectors, constants = [], [], [], []
    for c in cells:
        for i, j, shift, vec, k in bond_list:
            image = tuple(int(v) for v in (np.array(c) + shift) % 2)
            first.append(12 * number[c] + i)
            second.append(12 * number[image] + j)
            vectors.append(vec)
            constants.append(k)
    return tuple(np.array(v) for v in (first, second, vectors, constants))


def spring_energy(u, k):
    return k * RHO**2 * (np.expm1(-u / RHO) + u / RHO)


def full_energy(cell, move):
    first, second, vec, k = cell
    new = vec + move[:, second] - move[:, first]
    u = np.linalg.norm(new, axis=2) - np.linalg.norm(vec, axis=1)
    return spring_energy(u, k).sum(axis=1)


supers = [supercell(b) for b in bonds]
step = 0.001
for p in range(2):
    for atom in (0, 4):
        moves = np.zeros((6, 96, 3))
        for axis in range(3):
            moves[2 * axis, atom, axis] = step
            moves[2 * axis + 1, atom, axis] = -step
        laplacian = full_energy(supers[p], moves).sum() / step**2
        assert abs(laplacian / site_traces(bonds[p])[atom] - 1) < 1e-3

# Check the second-cumulant estimate on one spring by quadrature.
kt = KB * 300
grid = np.linspace(-1, 1, 20001)
k_test = SPRING[1]
harmonic = 0.5 * k_test * grid**2
weight = np.exp(-harmonic / kt)
weight /= weight.sum()
extra = spring_energy(grid, k_test) - harmonic
mean_extra = np.sum(weight * extra)
cumulant = mean_extra - np.sum(weight * (extra - mean_extra)**2) / (2 * kt)
full_weight = np.exp(-spring_energy(grid, k_test) / kt).sum()
exact_extra = -kt * np.log(full_weight / np.exp(-harmonic / kt).sum())
assert abs(cumulant / exact_extra - 1) < 0.2


def anharmonic_shift(cell, T, seed):
    first, second, vec, k = cell
    unit = vec / np.linalg.norm(vec, axis=1)[:, None]
    strain = np.zeros((len(k), 96, 3))
    rows = np.arange(len(k))
    strain[rows, first] = -unit
    strain[rows, second] = unit
    strain = strain.reshape(len(k), 288)
    value, vector = np.linalg.eigh(strain.T @ (k[:, None] * strain))
    assert abs(value[2]) < 1e-8 and value[3] > 1e-4
    amplitudes = vector[:, 3:] * np.sqrt(KB * T / value[3:])
    rng = np.random.default_rng(seed)
    estimates = []
    for _ in range(8):
        half = rng.standard_normal((500, 285)) @ amplitudes.T
        flat = np.concatenate((half, -half))
        quadratic = 0.5 * ((flat @ strain.T)**2 @ k)
        excess = full_energy(cell, flat.reshape(-1, 96, 3)) - quadratic
        estimates.append((excess.mean() - excess.var() / (2*KB*T)) / 32)
    return np.mean(estimates), np.std(estimates, ddof=1) / np.sqrt(8)


anh = [anharmonic_shift(supers[p], 300, 10 + p) for p in range(2)]
danh = anh[1][0] - anh[0][0]
danh_error = np.hypot(anh[0][1], anh[1][1])

# Expansion of the cell, including the tension it puts on the springs.
expansion = 1.005
wide = [energy_matrix(b, q6, scale=expansion) for b in bonds]
assert all(np.linalg.eigvalsh(m).min() > 0 for m in wide)
wide_cl = classical_free(wide[1], 300) - classical_free(wide[0], 300)
wide_m2 = (second_moment(bonds[1], expansion)
           - second_moment(bonds[0], expansion))

# Smooth long-range longitudinal field, with rough effective charges.
CHARGE = np.array([5.0] * 4 + [-2.5] * 8)
EPS_INF, CUTOFF = 4.5, 2.0
field_k = sc.e / (sc.epsilon_0 * 1e-10) / (EPS_INF * CELL**3)
q_cart = 2 * np.pi * q6 / CELL
q_norm = np.linalg.norm(q_cart, axis=1)
field_mats = []
for p in range(2):
    phases = np.exp(1j * q_cart @ structures[p][1].T)
    wave = phases * CHARGE / np.sqrt(MASS)
    wave = wave[:, :, None] * (q_cart / q_norm[:, None])[:, None, :]
    wave = wave.reshape(len(q6), 36)
    strength = HB2 * field_k * np.exp(-(q_norm * CUTOFF)**2)
    addition = wave[:, :, None] * wave[:, None, :].conj()
    field_mats.append(mats[p] + strength[:, None, None] * addition)
field_cl = classical_free(field_mats[1], 300) - classical_free(
    field_mats[0], 300)
field_modes = [phonon_energies(m) for m in field_mats]
field_total = exact_free(field_modes[1], 300) - exact_free(
    field_modes[0], 300)
field_m2 = ((field_modes[1]**2).sum()
            - (field_modes[0]**2).sum()) / len(q6) / FU
assert abs(field_m2 - dm2) < 1e-10

print("Rough hafnia-like spring model; differences: polar - tetragonal")
print(f"cell edge {CELL:.2f} angstrom; spring decay {RHO:.2f} angstrom")
print("springs O-O, Hf-O, Hf-Hf:", *SPRING, "eV/angstrom^2")
print(f"masses Hf, O: {MASS[0]:.1f}, {MASS[4]:.1f} u")
print(f"O shifts tetragonal, polar: {SHIFT_T:.2f}, {SHIFT_P:.2f} angstrom")
print(f"hbar^2 conversion: {HB2:.6e} eV^2 per (eV/angstrom^2/u)")
for p, name in enumerate(("tetragonal", "polar")):
    site = site_traces(bonds[p])
    lengths = [np.linalg.norm(b[3]) for b in bonds[p] if b[0] < 4 <= b[1]]
    print(f"{name}: Hf-O lengths {min(lengths):.3f} to "
          f"{max(lengths):.3f} angstrom")
    print(f"{name}: on-site trace sum per f.u., Hf {site[:4].sum()/FU:.4f},"
          f" O {site[4:].sum()/FU:.4f} eV/angstrom^2")
    print(f"{name}: sum (hbar omega)^2 = {m2[p]:.7f} eV^2/f.u.")
    print(f"{name}: sum (hbar omega)^4 = {m4[p]:.4e} eV^4/f.u.")
    print(f"{name}: highest phonon {1000*modes[p].max():.2f} meV; series"
          f" converges above {modes[p].max()/(2*np.pi*KB):.1f} K")
print(f"difference of sum (hbar omega)^2: {dm2:.7f} eV^2/f.u.")
site_change = site_traces(bonds[1]) - site_traces(bonds[0])
oxygen_part = HB2 * site_change[4:].sum() / MASS[4] / FU
print(f"oxygen part of this difference: {100*oxygen_part/dm2:.2f} %")
for T in (150, 300, 600, 900):
    kt = KB * T
    classical, total = differences(T)
    trace_term = dm2 / (24 * kt)
    fourth = -dm4 / (2880 * kt**3)
    rest = total - classical - trace_term
    lower, upper = -m4[1] / (2880*kt**3), m4[0] / (2880*kt**3)
    assert lower - 1e-12 <= rest <= upper + 1e-12
    print(f"{T} K, meV/f.u.: classical {1000*classical:.3f}, trace"
          f" {1000*trace_term:.3f}, fourth {1000*fourth:.3f}")
    print(f"  phonon sum {1000*total:.3f}, quantum part"
          f" {1000*(total-classical):.3f}, remainder {1000*rest:.3f}")
    print(f"  remainder bounds {1000*lower:.3f} to {1000*upper:.3f}")
kt = KB * 300
main = dm2 / (24 * kt)
print(f"300 K trace correction: {1000*main:.3f} meV/f.u."
      f" = {main*sc.e*sc.N_A/1000:.4f} kJ/mol")
print(f"300 K classical change, 4^3 versus 6^3 mesh:"
      f" {1000*mesh_change:.4f} meV/f.u.")
print("Neglected effects at 300 K, changes of the difference, meV/f.u.:")
print(f"anharmonic estimate {1000*danh:.3f}, standard error"
      f" {1000*danh_error:.3f}")
base_cl, base_total = differences(300)
print(f"{100*(expansion-1):.1f} % linear expansion: classical"
      f" {1000*(wide_cl-base_cl):.3f}, trace"
      f" {1000*(wide_m2-dm2)/(24*kt):.3f}")
print(f"field inputs: charges Hf {CHARGE[0]:.1f}, O {CHARGE[4]:.1f} e;"
      f" permittivity {EPS_INF:.1f}; cutoff {CUTOFF:.1f} angstrom")
field_quantum = field_total - field_cl - (base_total - base_cl)
print(f"polar field: classical {1000*(field_cl-base_cl):.3f},"
      f" full quantum part {1000*field_quantum:.3f}")
print("done: every assertion held")
```

Running it gives:

```
Rough hafnia-like spring model; differences: polar - tetragonal
cell edge 5.10 angstrom; spring decay 0.30 angstrom
springs O-O, Hf-O, Hf-Hf: 2.0 7.0 2.0 eV/angstrom^2
masses Hf, O: 178.5, 16.0 u
O shifts tetragonal, polar: 0.20, 0.50 angstrom
hbar^2 conversion: 4.180159e-03 eV^2 per (eV/angstrom^2/u)
tetragonal: Hf-O lengths 2.099 to 2.330 angstrom
tetragonal: on-site trace sum per f.u., Hf 82.9758, O 81.3963 eV/angstrom^2
tetragonal: sum (hbar omega)^2 = 0.0232087 eV^2/f.u.
tetragonal: sum (hbar omega)^4 = 9.1437e-05 eV^4/f.u.
tetragonal: highest phonon 77.12 meV; series converges above 142.4 K
polar: Hf-O lengths 1.963 to 2.530 angstrom
polar: on-site trace sum per f.u., Hf 88.5489, O 87.3534 eV/angstrom^2
polar: sum (hbar omega)^2 = 0.0248956 eV^2/f.u.
polar: sum (hbar omega)^4 = 1.2329e-04 eV^4/f.u.
polar: highest phonon 94.61 meV; series converges above 174.7 K
difference of sum (hbar omega)^2: 0.0016869 eV^2/f.u.
oxygen part of this difference: 92.26 %
150 K, meV/f.u.: classical -0.216, trace 5.438, fourth -5.121
  phonon sum 2.790, quantum part 3.006, remainder -2.432
  remainder bounds -19.822 to 14.701
300 K, meV/f.u.: classical -0.431, trace 2.719, fourth -0.640
  phonon sum 1.787, quantum part 2.218, remainder -0.501
  remainder bounds -2.478 to 1.838
600 K, meV/f.u.: classical -0.862, trace 1.359, fourth -0.080
  phonon sum 0.422, quantum part 1.285, remainder -0.075
  remainder bounds -0.310 to 0.230
900 K, meV/f.u.: classical -1.293, trace 0.906, fourth -0.024
  phonon sum -0.410, quantum part 0.883, remainder -0.023
  remainder bounds -0.092 to 0.068
300 K trace correction: 2.719 meV/f.u. = 0.2623 kJ/mol
300 K classical change, 4^3 versus 6^3 mesh: -0.0001 meV/f.u.
Neglected effects at 300 K, changes of the difference, meV/f.u.:
anharmonic estimate -0.056, standard error 0.016
0.5 % linear expansion: classical 0.307, trace -0.041
field inputs: charges Hf 5.0, O -2.5 e; permittivity 4.5; cutoff 2.0 angstrom
polar field: classical 0.083, full quantum part -0.002
done: every assertion held
```
